\section*{Does a straight Fowler-Nordheim plot give barrier height and mass?}

\section*{Question}

I measured the current density $J$ through an insulating film at high field $F$ and plotted $\ln(J/F^2)$ against $1/F$. The points lie on an excellent straight line. I took a tunnelling mass of $0.5\,m_e$ and obtained a barrier height of $3.0$ eV from the slope. A colleague took $0.211\,m_e$, obtained $4.0$ eV from the same slope, and the fit is just as good.

I had thought that such a good line confirmed both my barrier height and my mass. A line also has two constants, a slope and an intercept, and I have two unknowns. Can the plot decide between us? If not, what measurement can?

\section*{Answer}

Within the simple tunnelling law used for such plots, the slope cannot decide between you. The intercept could in principle, but it brings in further unknowns. A second measurement in which mass and height enter in a different combination can separate them.

\subsection*{What the slope contains}

Take a barrier of height $\varphi$ above the emitter Fermi level, with a sharp interface at $x=0$, a uniform field and one parabolic tunnelling mass $m$. Image forces, traps, thermal excitation and reflection at the collecting electrode are left out. Here $\varphi$ is an energy, and $e$ and $F$ are positive magnitudes. For an electron at the Fermi level moving along the normal, the decay rate in the barrier is
\begin{equation}
\kappa(x)=\frac{\sqrt{2m(\varphi-eFx)}}{\hbar},\qquad 0<x<\frac{\varphi}{eF}.
\end{equation}
The probability decays as $e^{-S}$, where $S$ is twice the integral of $\kappa$. With $w=\varphi-eFx$ and $dx=-dw/(eF)$,
\begin{equation}
S=\frac{2\sqrt{2m}}{\hbar eF}\int_0^{\varphi}w^{1/2}\,dw
=\frac{4\sqrt{2m}\,\varphi^{3/2}}{3\hbar eF}\equiv\frac{B}{F}.
\end{equation}
Squaring $B$ shows which combination has been measured:
\begin{equation}
B^2=\frac{32}{9\hbar^2e^2}\,m\varphi^3 .
\end{equation}
Every pair on the curve
\begin{equation}
m_2=m_1\left(\frac{\varphi_1}{\varphi_2}\right)^3
\end{equation}
therefore has the same slope constant. Your pair has $m\varphi^3=0.5\times3^3=13.5\,m_e\,\mathrm{eV}^3$. Your colleague's mass is $13.5/4^3=0.211\,m_e$, on the same curve. Taking differentials of $\ln(m\varphi^3)=2\ln B+\text{const}$ gives
\begin{equation}
\frac{dm}{m}=2\frac{dB}{B}-3\frac{d\varphi}{\varphi}.
\end{equation}
At fixed $B$, a 1\% increase in the assumed height lowers the inferred mass by about 3\%. A better line reduces $dB$ and leaves the second term untouched.

\subsection*{What the intercept contains}

The prefactor requires a sum over incident electrons. Let $\varepsilon$ be the depth of an electron below the Fermi level and $\hbar k_t$ its conserved transverse momentum. In the barrier its transverse energy is $u=\hbar^2k_t^2/(2m_\perp)$, so $\varphi$ is replaced by $\varphi+\varepsilon+u$. To first order in $\varepsilon+u$,
\begin{equation}
S\simeq\frac{B}{F}+\frac{\varepsilon+u}{d},\qquad
\frac1d=\frac{\partial S}{\partial\varphi}=\frac{2\sqrt{2m\varphi}}{\hbar eF}.
\end{equation}
Since $S\propto\varphi^{3/2}$, also $1/d=3B/(2\varphi F)$, or $d/\varphi=2F/(3B)$.

The interface supplies a further factor. Let the emitter be a free-electron metal of mass $m_e$ and Fermi energy $E_F$. Match $e^{ikx}+re^{-ikx}$ to a decaying wave of amplitude $C$, with $\psi$ and $\psi'/\text{mass}$ continuous:
\begin{equation}
1+r=C,\qquad \frac{ik}{m_e}(1-r)=-\frac{\kappa_0}{m}C,
\end{equation}
where $\kappa_0=\kappa(0)$. The second condition gives $1-r=i\rho C$ with $\rho=\kappa_0m_e/(mk)$. Adding the two gives $2=(1+i\rho)C$, hence $|C|^2=4/(1+\rho^2)$.

In the WKB approximation the decaying wave joins an outgoing wave beyond the turning point. The Airy combination $\mathrm{Bi}+i\,\mathrm{Ai}$ has the same amplitude constant on both sides, so the transmitted flux is $(\hbar\kappa_0/m)|C|^2e^{-S}$. Dividing by the incident flux $\hbar k/m_e$ gives
\begin{equation}
T=g\,e^{-S},\qquad g=\frac{4\rho}{1+\rho^2},\qquad
\rho^2=\frac{\varphi m_e}{mE_F}.
\end{equation}
The last expression uses $\kappa_0^2=2m\varphi/\hbar^2$ and $k^2=2m_eE_F/\hbar^2$.

For two spin states, $v_x\,dk_x=dE/\hbar$ at fixed $k_t$, and $d^2k_t=(2\pi m_\perp/\hbar^2)\,du$ after the angular integration. Since $d$ is small compared with $E_F$, both integrals may be extended to infinity and $g$ kept at its Fermi-level value:
\begin{align}
J&=\frac{2e}{(2\pi)^3\hbar}\int d^2k_t\int d\varepsilon\;T\\
&=\frac{em_\perp g}{2\pi^2\hbar^3}e^{-B/F}
\int_0^\infty d\varepsilon\int_0^\infty du\;e^{-(\varepsilon+u)/d}
=\frac{em_\perp g\,d^2}{2\pi^2\hbar^3}e^{-B/F}.
\end{align}
Inserting $d^2=\hbar^2e^2F^2/(8m\varphi)$ gives the leading weak-field law
\begin{equation}
J=AF^2e^{-B/F},\qquad
A=g\,\frac{e^3}{16\pi^2\hbar\varphi}\,\frac{m_\perp}{m}.
\end{equation}
For an isotropic barrier mass, $m_\perp=m$ and the last ratio is one. If the transverse energy is counted with $m_e$, the ratio is $m_e/m$. The intercept thus depends on the transverse dispersion and, through $g$, on the emitter. Experimentally it also requires the area that really emits, because $J$ is a current divided by an area.

\subsection*{Four pairs, one line}

As an example I take an isotropic barrier mass, $E_F=5$ eV and four pairs with $m\varphi^3=13.5\,m_e\,\mathrm{eV}^3$. These are model parameters, not those of a particular material, and the emitter is at zero temperature. The transmission comes from the outgoing Airy solution of the triangular barrier, without the WKB approximation, and the current from numerical integration over $\varepsilon$ and $u$. Nine fields from 0.6 to 1.0 GV/m are then fitted as data would be. The leading law predicts $B=25.098$ GV/m for every pair.

\begin{center}
\begin{tabular}{cccc}
$\varphi$ (eV) & $m/m_e$ & fitted $B$ (GV/m) & $J$ at 1.0 GV/m (A/m$^2$)\\
\hline
2.5 & 0.864 & 25.081 & 14.5\\
3.0 & 0.500 & 25.076 & 12.4\\
3.5 & 0.315 & 25.073 & 9.8\\
4.0 & 0.211 & 25.070 & 7.5
\end{tabular}
\end{center}

The fitted slopes spread over 0.046\% of their mean, and $1-R^2$ is at most $2.5\times10^{-8}$. All four lines are thus excellent, although the heights run from 2.5 to 4 eV. After a constant shift of $\ln J$, each curve agrees with the 3 eV curve to within 0.0026, or about 0.3\% of the current.

This close agreement belongs to the model without image force, at zero temperature and with no reflection from the collecting electrode. In a film of finite thickness, coherent reflection at that electrode adds an oscillation to the line. For a fully coherent 10 nm film with a collector of the same metal, $\ln J$ departs from the line by 0.1 to 0.2, and the number of oscillations differs between the pairs. At 300 K, $k_BT=0.026$ eV is not small beside $d$, which is 0.048 eV for the 3 eV barrier at 0.6 GV/m. Thermal broadening then changes the slope by an amount that depends on the pair: at 300 K the fitted $B$ runs from 24.26 GV/m for 2.5 eV to 24.78 GV/m for 4 eV, a spread of 2\%. The image force acts similarly; in WKB with relative permittivity 3.9 it spreads the four slopes by about 0.5\%. Both corrections must be considered before a measured slope is converted to $m\varphi^3$.

The field itself limits the use of such a small slope difference. If $F=V/t$, with $V$ the voltage across a film of thickness $t$, a plot against $1/V$ has slope $-Bt$. The inferred $B$ then varies as $1/t$. For a 10 nm film, a thickness error of 0.005 nm shifts $B$ by 0.05\%, as much as the whole zero-temperature spread; the 2\% spread at 300 K corresponds to about 0.2 nm.

A control shows that this agreement is not produced by the fitting. The pair $\varphi=4$ eV, $m=0.281\,m_e$ has the same $m\varphi^2$ as your pair, but a different $m\varphi^3$. Its fitted slope constant is 28.957 GV/m. The ratio $28.957/25.076=1.155$ agrees with the expected $\sqrt{4/3}$.

\subsection*{Why the intercept is a weak judge}

The currents in the table do differ, by nearly a factor of two, and this information sits in the intercept. Suppose the 3 eV line is analysed with $g=1$, an isotropic mass and the correct area. The fit gives $A=9.65\times10^{-7}$ A/V$^2$, and $\varphi=e^3/(16\pi^2\hbar A)$ yields 1.60 eV. The slope then gives $m\simeq13.5/1.60^3\simeq3.3\,m_e$. Both are far from the values that generated the data.

Two factors produce this error. The actual interface factor is $g=1.992$, and the fitted $A$ is 0.943 times its weak-field value. Together they give $3.0/(1.992\times0.943)=1.60$ eV.

The factor 0.943 comes from extrapolation. Let the first correction to the law be a factor $1+cF$, and let $y=1/F$. Near the centre $y_0$ of the fitted range,
\begin{equation}
\ln(1+c/y)\simeq\frac{c}{y}\simeq\frac{2c}{y_0}-\frac{c}{y_0^2}\,y .
\end{equation}
With $F_0=1/y_0$, the fit returns $B+cF_0^2$ for the slope constant and changes $\ln A$ by $2cF_0$. Here $F_0=0.75$ GV/m and the slope constant shifts by $25.076-25.098=-0.022$ GV/m, so $c\simeq-0.039$ per GV/m. The predicted factor in $A$ is $e^{-0.059}=0.94$, as found. A correction of less than 0.1\% in the slope thus accompanies one of 6\% in the prefactor $A$. Even with $g$ fixed at its correct value, the simple inversion would give $3.0/0.943=3.18$ eV. If $g$ is instead evaluated for each pair on the curve, $A$ passes through a maximum near 2.2 eV, so that, for example, 1.8 and 2.5 eV give nearly the same intercept.

Other assumptions change the answer again:
\begin{itemize}
\item With $m_\perp=m_e$ and $g=1$, the same line gives $2.90$ eV and $0.55\,m_e$. This looks good because two errors nearly cancel: the wrong mass ratio contributes a factor 2 to the assumed $A$, and the omitted $g$ is also close to 2.
\item If half the nominal area emits, the isotropic analysis gives $3.20$ eV and $0.41\,m_e$, again by cancellation against $g$. The analysis with $m_\perp=m_e$ gives $2.05$ eV and $1.56\,m_e$.
\end{itemize}
The line remains equally straight in every case, because a constant factor in $J$ shifts it vertically.

\subsection*{A measurement that separates height and mass}

The triangular law requires the electron to leave the barrier inside the film, $t>\varphi/(eF)$. For the 4 eV barrier at 0.6 GV/m this means $t>6.67$ nm. In a thinner film or at a lower voltage, with $eFt<\varphi$, the barrier is a trapezoid and the integral for $S$ stops at $w=\varphi-eFt$:
\begin{equation}
S=\frac{4\sqrt{2m}}{3\hbar eF}
\left[\varphi^{3/2}-(\varphi-eFt)^{3/2}\right].
\end{equation}
At small field the bracket tends to $\tfrac32\varphi^{1/2}eFt$, so
\begin{equation}
S\to\Lambda t,\qquad \Lambda=\frac{2\sqrt{2m\varphi}}{\hbar}.
\end{equation}
This exponent contains $m\varphi$ instead of $m\varphi^3$. Along your curve of equal slopes, $\sqrt{m\varphi}=\sqrt{m\varphi^3}/\varphi$, so $\Lambda$ is proportional to $1/\varphi$ and the degeneracy is lifted.

To obtain $\Lambda$, measure the zero-bias conductance per area $G$ at two thicknesses, with identical electrodes. For an isotropic mass, transverse momentum changes the decay rate to $\kappa=\sqrt{\kappa_0^2+k_t^2}$. With slowly varying interface factors taken outside the integral and $d(k_t^2)=2\kappa\,d\kappa$,
\begin{equation}
G\propto\int_{\kappa_0}^{\infty}2\kappa e^{-2\kappa t}\,d\kappa
=\left(\frac{\kappa_0}{t}+\frac{1}{2t^2}\right)e^{-2\kappa_0t}.
\end{equation}
For $\kappa_0t\gg1$ the first term dominates. Since $2\kappa_0=\Lambda$, the product $Gt$ decays as $e^{-\Lambda t}$. Division of the two measured constants removes the mass:
\begin{equation}
\frac{B}{\Lambda}
=\frac{4\sqrt{2m}\,\varphi^{3/2}}{3\hbar e}\,
\frac{\hbar}{2\sqrt{2m}\,\varphi^{1/2}}
=\frac{2\varphi}{3e},
\qquad \varphi=\frac{3eB}{2\Lambda}.
\end{equation}

For the 3 eV barrier, wave matching through the rectangular barrier gives $G=989.6$ S/m$^2$ at 2 nm and $2.325\times10^{-3}$ S/m$^2$ at 3 nm. Hence
\begin{equation}
\Lambda=\frac{1}{1\,\mathrm{nm}}
\ln\frac{989.6\times2}{2.325\times10^{-3}\times3}
=12.56\ \mathrm{nm}^{-1},
\end{equation}
\begin{equation}
\frac{\varphi}{e}=\frac32\,
\frac{25.076\ \mathrm{GV/m}}{12.556\ \mathrm{nm}^{-1}}=2.996\ \mathrm{V}.
\end{equation}
The height is $2.996$ eV ($4.80\times10^{-19}$ J), and the slope then gives $m=0.501\,m_e$. For your colleague's barrier, $\Lambda=9.40$ nm$^{-1}$, and the same procedure returns 4.00 eV and $0.211\,m_e$. The two proposals, whose slopes differ by only 0.02\% at zero temperature and 1\% at 300 K, differ by a factor of about 250 in $G$ at 2 nm. The decay constant $\Lambda$ is the safer quantity to use, because a common error in emitting area cancels from the conductance ratio that determines it.

Since $\Lambda^2\propto m\varphi$ and $\varphi\propto B/\Lambda$, the mass varies as $\Lambda^3/B$. An error of 1\% in $\Lambda$ becomes about 3\% in $m$ but 1\% in $\varphi$. If all thicknesses are wrong by the same factor, $B$ and $\Lambda$ change alike: $\varphi$ is unaffected, while $m$ varies as the inverse square of that factor.

The method assumes that the thin and thick films have the same $\varphi$ and $m$, that the thin barrier is flat at zero bias, and that tunnelling carries the current in both. It also assumes that one parabolic mass holds over the whole barrier height. In a real gap the dispersion bends, and the two measurements sample it differently: $\Lambda$ probes the energy $\varphi$ below the band edge, whereas $B$ averages over all energies from there to the edge. For example, with $\kappa^2\propto w(1-w/E_g)$, where $w$ is the energy below the band edge and the gap is $E_g=9$ eV, the formula returns 3.28 eV for a 3 eV barrier and 4.58 eV for a 4 eV barrier. If the dispersion is known, use it in both integrals. Image force and temperature also change both $B$ and $\Lambda$, and an accurate height requires correcting for them. For the 3 eV barrier the uncorrected formula returns 2.94 eV at 300 K; with an image force of relative permittivity 3.9 at zero temperature it returns about 3.02 eV and $0.48\,m_e$. If composition or interface charge changes with thickness, the two constants belong to different barriers and should not be combined. With the slope alone, report $m\varphi^3$, or state the mass that was assumed when quoting a height. The numerical output below gives the values for all four pairs.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Emitter Fermi energy: 5.0 eV
Field range: 0.60 to 1.00 GV/m, 9 points
Largest triangular-barrier width: 6.67 nm
Reference m*phi^3: 13.500 m_e eV^3
Reference B: 25.098 GV/m
Transmission at E_F, 0.8 GV/m: Airy 4.73553e-14, ODE 4.73554e-14
Worst weak-field prefactor error: 0.29 %
PAIR phi = 3.0 eV, m = 0.5000 m_e
  fitted B 25.076 GV/m, 1-R^2 1.5e-08
  J at 0.6, 1.0 GV/m: 2.452e-07, 1.240e+01 A/m^2
  shifted ln J mismatch to reference: 0.0000
  g 1.992, fitted A 9.648e-07 A/V^2
  G at 2, 3 nm: 9.896e+02, 2.325e-03 S/m^2
  Lambda: numerical 12.556, law 12.549 1/nm
  recovered phi 2.996 eV, m 0.5012 m_e
PAIR phi = 2.5 eV, m = 0.8640 m_e
  fitted B 25.081 GV/m, 1-R^2 9.3e-09
  J at 0.6, 1.0 GV/m: 2.862e-07, 1.452e+01 A/m^2
  shifted ln J mismatch to reference: 0.0019
  g 1.927, fitted A 1.135e-06 A/V^2
  G at 2, 3 nm: 7.573e+00, 1.431e-06 S/m^2
  Lambda: numerical 15.076, law 15.059 1/nm
  recovered phi 2.495 eV, m 0.8675 m_e
PAIR phi = 3.5 eV, m = 0.3149 m_e
  fitted B 25.073 GV/m, 1-R^2 2.1e-08
  J at 0.6, 1.0 GV/m: 1.944e-07, 9.807e+00 A/m^2
  shifted ln J mismatch to reference: 0.0015
  g 1.850, fitted A 7.604e-07 A/V^2
  G at 2, 3 nm: 2.571e+04, 3.660e-01 S/m^2
  Lambda: numerical 10.754, law 10.756 1/nm
  recovered phi 3.497 eV, m 0.3150 m_e
PAIR phi = 4.0 eV, m = 0.2109 m_e
  fitted B 25.070 GV/m, 1-R^2 2.5e-08
  J at 0.6, 1.0 GV/m: 1.490e-07, 7.500e+00 A/m^2
  shifted ln J mismatch to reference: 0.0026
  g 1.625, fitted A 5.799e-07 A/V^2
  G at 2, 3 nm: 2.502e+05, 1.375e+01 S/m^2
  Lambda: numerical 9.403, law 9.412 1/nm
  recovered phi 3.999 eV, m 0.2106 m_e
Spread of fitted B over the pairs: 0.046 %
Control phi 4.0 eV, m 0.28125 m_e: fitted B 28.957 GV/m
Intercept, area x1.0, m_perp=m: phi 1.598 eV, m 3.305 m_e
Intercept, area x1.0, m_perp=m_e: phi 2.904 eV, m 0.550 m_e
Intercept, area x0.5, m_perp=m: phi 3.195 eV, m 0.413 m_e
Intercept, area x0.5, m_perp=m_e: phi 2.054 eV, m 1.556 m_e
Reference fitted A / weak-field A: 0.9428
\end{verbatim}
